**Kisliuk sticking law for a mobile precursor**

The program tests S/S0 = (1−θ)/(1−θ+Kθ), where θ is the filled fraction of sites, S0 the sticking probability on the clean surface, and K the ratio of mean precursor visits on the clean surface to those on the full one. It asserts the law, the visit counts, the end slopes and the special cases against a master equation in which a hop may end on any site. The uptake law is checked against a numerical solution of the rate equation and a stochastic filling simulation, and the gas flux against quadrature. For the example's rates, the program also asserts that nearest-neighbour hops give less sticking than the law, for both randomly filled and grown layers. With rough parameters for N2 on Ru(0001) at 80 K, K is 0.043 and sticking stays above 90% of S0 up to θ = 0.72. At θ = 0.9, neighbour hops in simulated grown layers lower sticking by 19% relative to the law, while the filling time changes from 182 s to 188 s.

## Numerical check

```python
# Result under test: the Kisliuk sticking law
#   S(theta) = S0 (1-theta) / (1-theta + K theta),  K = p_df / (p_c + p_d),
#   S0 = alpha p_c / (p_c + p_d), and the uptake law
#   F S0 t / N_s = (1-K) theta - K ln(1-theta).
# theta: filled fraction of sites; alpha: trapping probability into the precursor;
# p_c, p_d: chemisorption and desorption probability per visit to an empty site;
# p_df: desorption probability per visit to a filled site;
# F: gas flux; N_s: site density.
# A rate tuple holds (chemisorb, desorb, hop) on empty and (desorb, hop) on filled sites.
import random
import numpy as np
from scipy import constants as const
from scipy import sparse
from scipy.sparse.linalg import splu
from scipy.integrate import quad, solve_ivp


def visit_probabilities(rates):
    kc, kd, kh, kdf, khf = rates
    total = kc + kd + kh
    return kc / total, kd / total, kdf / (kdf + khf)


def kisliuk_K(rates):
    pc, pd, pdf = visit_probabilities(rates)
    return pdf / (pc + pd)


def kisliuk(theta, K):
    return (1 - theta) / (1 - theta + K * theta)


def uptake(theta, K):
    return (1 - K) * theta - K * np.log(1 - theta)


def solve_walk(filled, rates, hop_matrix):
    """Master equation: chemisorption probability and mean visits per start site."""
    kc, kd, kh, kdf, khf = rates
    total = np.where(filled, kdf + khf, kc + kd + kh)
    hop = np.where(filled, khf, kh) / total
    chem = np.where(filled, 0.0, kc) / total
    rhs = np.column_stack([chem, np.ones(len(filled))])
    if sparse.issparse(hop_matrix):
        system = sparse.identity(len(filled)) - sparse.diags(hop) @ hop_matrix
        answer = splu(system.tocsc()).solve(rhs)
    else:
        answer = np.linalg.solve(np.eye(len(filled)) - hop[:, None] * hop_matrix, rhs)
    return answer[:, 0], answer[:, 1]


def mixed_surface(n_sites, n_filled, rates):
    """Average over start sites when a hop may end on any site."""
    filled = np.arange(n_sites) < n_filled
    q, visits = solve_walk(filled, rates, np.full((n_sites, n_sites), 1 / n_sites))
    return q.mean(), visits.mean()


# ---- law, visits and special cases against the master equation ----
rng = np.random.default_rng(7)
K_seen = []
for trial in range(30):
    rates = tuple(10 ** rng.uniform(-1, 1, 5))
    M, m = 60, int(rng.integers(1, 60))
    theta, K = m / M, kisliuk_K(rates)
    pc, pd, pdf = visit_probabilities(rates)
    q_clean, n_clean = mixed_surface(M, 0, rates)
    q_part, n_part = mixed_surface(M, m, rates)
    q_full, n_full = mixed_surface(M, M, rates)
    assert np.isclose(q_clean, pc / (pc + pd), rtol=1e-9)
    assert np.isclose(q_part / q_clean, kisliuk(theta, K), rtol=1e-9)
    assert np.isclose(n_clean / n_full, K, rtol=1e-9)
    assert np.isclose(n_part, 1 / ((1 - theta) * (pc + pd) + theta * pdf), rtol=1e-9)
    assert (q_part / q_clean - (1 - theta)) * (1 - K) > 0
    K_seen.append(K)
    # same desorption and hop rates on empty and filled sites
    kc, kd, kh = rates[:3]
    equal = (kc, kd, kh, kd, kh)
    q0, qh = mixed_surface(M, 0, equal)[0], mixed_surface(M, M // 2, equal)[0]
    assert np.isclose(q0 / qh - 1, 1 - kh / (kh + kd) * q0, rtol=1e-8)
    still = (kc, kd, 0.0, kd, 0.0)
    ratio_still = mixed_surface(M, m, still)[0] / mixed_surface(M, 0, still)[0]
    assert np.isclose(ratio_still, 1 - theta, rtol=1e-9)
assert min(K_seen) < 1 < max(K_seen)

# ---- worked example: rough parameters for molecular N2 on cold Ru(0001) ----
T_surface, T_gas, pressure_torr = 80.0, 300.0, 1e-8
site_density, alpha = 5e14, 0.7                 # per cm2, dimensionless
E_des, E_hop, E_chem, E_bound = 0.080, 0.040, 0.035, 0.30   # eV
nu_des, nu_hop, nu_chem = 1e13, 1e12, 1e12      # per second
mass_u = 28.0
kB_eV = const.k / const.e


def arrhenius(prefactor, energy, T):
    return prefactor * np.exp(-energy / (kB_eV * T))


def precursor_rates(T, E_des_filled=E_des):
    hop = arrhenius(nu_hop, E_hop, T)
    return (arrhenius(nu_chem, E_chem, T), arrhenius(nu_des, E_des, T), hop,
            arrhenius(nu_des, E_des_filled, T), hop)


rates = precursor_rates(T_surface)
pc, pd, pdf = visit_probabilities(rates)
K = kisliuk_K(rates)
S0 = alpha * pc / (pc + pd)
theta90, theta50 = 1 / (1 + 9 * K), 1 / (1 + K)

# end slopes and threshold coverages, from the master equation
M = 1000
q_clean = mixed_surface(M, 0, rates)[0]
assert np.isclose((1 - mixed_surface(M, 1, rates)[0] / q_clean) * M, K, rtol=0.01)
# one empty site in M: finite-size error is about 1/(M K), a few percent
assert np.isclose(mixed_surface(M, M - 1, rates)[0] / q_clean * M, 1 / K, rtol=0.05)
for level, threshold in ((0.9, theta90), (0.5, theta50)):
    below = int(np.floor(threshold * M))
    assert mixed_surface(M, below, rates)[0] / q_clean >= level - 1e-9
    assert mixed_surface(M, below + 1, rates)[0] / q_clean < level

# gas flux: closed form against the average over Maxwell velocities
mass = mass_u * const.atomic_mass
pressure = pressure_torr * const.torr
flux = pressure / np.sqrt(2 * np.pi * mass * const.k * T_gas) * 1e-4   # per cm2 s
mean_inward = quad(lambda x: x * np.exp(-x * x / 2) / np.sqrt(2 * np.pi), 0, 12)[0]
density = pressure / (const.k * T_gas)
flux_check = density * np.sqrt(const.k * T_gas / mass) * mean_inward * 1e-4
assert np.isclose(flux, flux_check, rtol=1e-7)

# uptake law against a numerical solution of the rate equation
theta_end = 0.9
solution = solve_ivp(lambda s, y: kisliuk(y, K), (0, uptake(theta_end, K)), [0.0],
                     method="LSODA", rtol=1e-9, atol=1e-11)
assert np.isclose(solution.y[0, -1], theta_end, atol=1e-6)
time_unit = site_density / (flux * S0)
t_kisliuk = time_unit * uptake(theta_end, K)
t_langmuir = time_unit * uptake(theta_end, 1.0)

# ---- square lattice: nearest-neighbour hops, random filling and real growth ----
L = 60
N = L * L
grid = np.arange(N).reshape(L, L)
neighbours = np.stack([np.roll(grid, shift, axis).ravel()
                       for shift, axis in ((1, 0), (-1, 0), (1, 1), (-1, 1))], axis=1)
hop_local = sparse.csr_matrix(
    (np.full(4 * N, 0.25), (np.repeat(np.arange(N), 4), neighbours.ravel())), (N, N))
neighbour_list = neighbours.tolist()
coverages = (0.5, 0.8, 0.9)
counts = [round(c * N) for c in coverages]


def grow(local, seed):
    """Fill the lattice molecule by molecule; return trapped arrivals and snapshots."""
    draw = random.Random(seed).random
    filled, n_filled, arrivals, snapshots = [False] * N, 0, 0, []
    while n_filled < counts[-1]:
        site = int(draw() * N)
        arrivals += 1
        while True:
            u = draw()
            if filled[site]:
                if u < pdf:
                    break
            elif u < pc:
                filled[site] = True
                n_filled += 1
                if n_filled in counts:
                    snapshots.append(np.array(filled))
                break
            elif u < pc + pd:
                break
            site = neighbour_list[site][int(4 * draw())] if local else int(draw() * N)
    return arrivals / N, snapshots


runs = 10
arrivals_mixed, arrivals_local, pair_excess = [], [], []
S_random, S_grown = np.zeros((runs, 3)), np.zeros((runs, 3))
clean_capture = pc / (pc + pd)
for run in range(runs):
    arrivals_mixed.append(grow(False, 100 + run)[0])
    arrivals, snapshots = grow(True, 200 + run)
    arrivals_local.append(arrivals)
    half = snapshots[0].astype(float)
    pair_excess.append(np.mean(half * (hop_local @ half)) - coverages[0] ** 2)
    for j in range(3):
        shuffled = rng.permutation(snapshots[j])
        S_random[run, j] = solve_walk(shuffled, rates, hop_local)[0].mean() / clean_capture
        S_grown[run, j] = solve_walk(snapshots[j], rates, hop_local)[0].mean() / clean_capture
# stochastic filling with hops to any site must follow the uptake law (counting noise < 1 %)
assert np.isclose(np.mean(arrivals_mixed), uptake(theta_end, K) / clean_capture, rtol=0.01)
law = np.array([kisliuk(c, K) for c in coverages])
assert np.all(S_random.mean(axis=0) < law)
assert np.all(S_grown.mean(axis=0) < law)
assert np.mean(pair_excess) > 0
t_local = np.mean(arrivals_local) * site_density / (alpha * flux)
grown_error = S_grown.std(axis=0, ddof=1) / np.sqrt(runs)

# ---- other neglected effects ----
K_weak = kisliuk_K(precursor_rates(T_surface, E_des - 0.010))
K_warm = kisliuk_K(precursor_rates(100.0))
half_filled = np.arange(100) < 50
q_half = solve_walk(half_filled, rates, np.full((100, 100), 0.01))[0]
alpha_filled = 0.8
S_half_same = alpha * q_half.mean()
S_half_better = np.mean(np.where(half_filled, alpha_filled, alpha) * q_half)
life = {T: 1 / arrhenius(nu_des, E_bound, T) for T in (80.0, 100.0, 300.0)}
precursor_cover = alpha * flux / rates[3] / site_density
wigner = (const.h * nu_hop / (const.k * T_surface)) ** 2 / 24

print(f"Surface T {T_surface:.0f} K, gas T {T_gas:.0f} K, pressure {pressure_torr:.0e} Torr")
print(f"Site density {site_density:.1e} /cm2, trapping alpha {alpha:.2f}, mass {mass_u:.1f} u")
print(f"Barriers: desorb {E_des:.3f}, hop {E_hop:.3f}, chemisorb {E_chem:.3f} eV")
print(f"Prefactors: desorb {nu_des:.0e}, hop {nu_hop:.0e}, chemisorb {nu_chem:.0e} /s")
print(f"Thermal energy at surface: {kB_eV * T_surface * 1e3:.3f} meV")
print(f"Chemisorption rate k_c: {rates[0]:.3e} /s")
print(f"Desorption rate k_d = k_d': {rates[1]:.3e} /s")
print(f"Hop rate k_h = k_h': {rates[2]:.3e} /s")
print(f"p_c {pc:.4f}, p_d {pd:.5f}, p_d' {pdf:.5f}")
print(f"Mean visits, clean surface: {1 / (pc + pd):.3f}")
print(f"Mean visits, full surface: {1 / pdf:.2f}")
print(f"Capture on clean surface S0/alpha: {clean_capture:.4f}")
print(f"Initial sticking S0: {S0:.4f}")
print(f"Kisliuk K: {K:.5f}")
print(f"Coverage where S = 0.9 S0: {theta90:.4f}")
print(f"Coverage where S = 0.5 S0: {theta50:.4f}")
for j, c in enumerate(coverages):
    n_visits = 1 / ((1 - c) * (pc + pd) + c * pdf)
    print(f"theta {c:.1f}: S/S0 Kisliuk {law[j]:.4f}, Langmuir {1 - c:.4f}, visits {n_visits:.2f}")
    print(f"  neighbour hops: random {S_random[:, j].mean():.3f}, "
          f"grown {S_grown[:, j].mean():.3f} +- {grown_error[j]:.3f}")
print(f"Grown layer, theta 0.5: excess of filled pairs {np.mean(pair_excess):.4f}")
print(f"Gas flux: {flux:.3e} /(cm2 s)")
print(f"Time unit N_s/(F S0): {time_unit:.1f} s")
print(f"Uptake function at theta 0.9: {uptake(theta_end, K):.4f} (Langmuir {uptake(0.9, 1.0):.4f})")
print(f"Time to theta 0.9, Kisliuk: {t_kisliuk:.1f} s")
print(f"Same as exposure: {pressure_torr * t_kisliuk / 1e-6:.3f} L (1 L = 1e-6 Torr s)")
print(f"Time to theta 0.9, Langmuir, same S0: {t_langmuir:.1f} s")
print(f"Time to theta 0.9, neighbour-hop growth: {t_local:.1f} s")
print(f"k_d' barrier lower by 0.010 eV: K {K_weak:.4f}, 0.9 S0 at theta {1 / (1 + 9 * K_weak):.3f}")
print(f"Surface at 100 K: K {K_warm:.4f}, 0.9 S0 at theta {1 / (1 + 9 * K_warm):.3f}")
print(f"S at theta 0.5: {S_half_same:.4f}; with alpha {alpha_filled:.1f} on filled: {S_half_better:.4f}")
print(f"Chemisorbed binding {E_bound:.2f} eV, prefactor {nu_des:.0e} /s")
for T, value in life.items():
    print(f"  chemisorbed lifetime at {T:.0f} K: {value:.2e} s")
print(f"Largest fraction lost during uptake at 80 K: {t_kisliuk / life[80.0]:.1e}")
print(f"Precursor coverage on full surface: {precursor_cover:.1e}")
print(f"Tunnelling correction to hop rate (Wigner): {100 * wigner:.2f} %")
print("every check passed")
```

Output:

```
Surface T 80 K, gas T 300 K, pressure 1e-08 Torr
Site density 5.0e+14 /cm2, trapping alpha 0.70, mass 28.0 u
Barriers: desorb 0.080, hop 0.040, chemisorb 0.035 eV
Prefactors: desorb 1e+13, hop 1e+12, chemisorb 1e+12 /s
Thermal energy at surface: 6.894 meV
Chemisorption rate k_c: 6.239e+09 /s
Desorption rate k_d = k_d': 9.125e+07 /s
Hop rate k_h = k_h': 3.021e+09 /s
p_c 0.6672, p_d 0.00976, p_d' 0.02932
Mean visits, clean surface: 1.477
Mean visits, full surface: 34.10
Capture on clean surface S0/alpha: 0.9856
Initial sticking S0: 0.6899
Kisliuk K: 0.04331
Coverage where S = 0.9 S0: 0.7195
Coverage where S = 0.5 S0: 0.9585
theta 0.5: S/S0 Kisliuk 0.9585, Langmuir 0.5000, visits 2.83
  neighbour hops: random 0.951, grown 0.946 +- 0.000
theta 0.8: S/S0 Kisliuk 0.8523, Langmuir 0.2000, visits 6.30
  neighbour hops: random 0.814, grown 0.776 +- 0.001
theta 0.9: S/S0 Kisliuk 0.7195, Langmuir 0.1000, visits 10.63
  neighbour hops: random 0.648, grown 0.586 +- 0.002
Grown layer, theta 0.5: excess of filled pairs 0.0213
Gas flux: 3.833e+12 /(cm2 s)
Time unit N_s/(F S0): 189.1 s
Uptake function at theta 0.9: 0.9608 (Langmuir 2.3026)
Time to theta 0.9, Kisliuk: 181.7 s
Same as exposure: 1.817 L (1 L = 1e-6 Torr s)
Time to theta 0.9, Langmuir, same S0: 435.4 s
Time to theta 0.9, neighbour-hop growth: 188.1 s
k_d' barrier lower by 0.010 eV: K 0.1686, 0.9 S0 at theta 0.397
Surface at 100 K: K 0.1346, 0.9 S0 at theta 0.452
S at theta 0.5: 0.6613; with alpha 0.8 on filled: 0.7071
Chemisorbed binding 0.30 eV, prefactor 1e+13 /s
  chemisorbed lifetime at 80 K: 7.93e+05 s
  chemisorbed lifetime at 100 K: 1.32e+02 s
  chemisorbed lifetime at 300 K: 1.10e-08 s
Largest fraction lost during uptake at 80 K: 2.3e-04
Precursor coverage on full surface: 5.9e-11
Tunnelling correction to hop rate (Wigner): 1.50 %
every check passed
```
